\section*{Born–Huang constraints in least-squares fits of monolayer force constants}

\section{A small error with a large consequence}

Fit the force constants of a free monolayer to computed forces, keep neighbours up to some cutoff, and the lowest phonon branch may come out imaginary near the zone centre although the sheet is stable. In the example below the fit misses the forces by less than 0.1\% of their norm, yet the flexural branch is imaginary over about a sixth of the line from $\Gamma$ to $M$.

The flexural branch of an unstressed sheet starts as $\omega^2\propto q^4$ because the $q^2$ terms of many force constants cancel. A fit does not know of this cancellation. Write the long-wave branch as
\begin{equation}
\rho\,\omega^2=\sigma q^2+Bq^4+O(q^6),
\label{disp}
\end{equation}
with $\rho$ the mass per area. A fit leaves an apparent tension $\sigma\neq0$. If $\sigma<0<B$, the two terms shown give an instability for $q<\sqrt{-\sigma/B}$. One cure, at a given cutoff, is to impose the linear relations that rotational invariance and zero stress demand.

\section{The conditions}

The sheet is periodic in $x$ and $y$, flat or buckled. Atom $i$ sits at $\mathbf r_i$, $\mathbf R=(X,Y,Z)=\mathbf r_j-\mathbf r_i$, and $\Phi_{\alpha\beta}(i,j)$ is the second derivative of the energy with respect to $u_{i\alpha}$ and $u_{j\beta}$, so $\Phi_{\alpha\beta}(i,j)=\Phi_{\beta\alpha}(j,i)$. Assume that the energy is a sum of local terms $E_c$, each depending on finitely many atoms and unchanged by translating or rotating them. Long-range polar forces are thereby excluded. Let $g^c_{i\alpha}$ and $\Phi^c$ be the first and second derivatives of $E_c$.

Translation leaves the gradient unchanged, so
\begin{equation}
\sum_j\Phi^c_{\alpha\beta}(i,j)=0,\qquad \sum_j\Phi_{\alpha\beta}(i,j)=0. \tag{T}
\end{equation}
A small rotation $\delta\mathbf r_j=\epsilon\,\mathsf A\mathbf r_j$, with $\mathsf A$ antisymmetric, turns the gradient with the atoms: $\delta\mathbf g^c_i=\epsilon\,\mathsf A\mathbf g^c_i$. With $A_{\beta\gamma}=-A_{\gamma\beta}=1$ and all other elements zero,
\begin{equation}
\sum_j\big[\Phi^c_{\alpha\beta}r_{j\gamma}-\Phi^c_{\alpha\gamma}r_{j\beta}\big]
=\delta_{\alpha\beta}g^c_{i\gamma}-\delta_{\alpha\gamma}g^c_{i\beta}.
\label{rotc}
\end{equation}
Sum over $c$. At equilibrium $\sum_c\mathbf g^c_i=0$, and by (T) $\mathbf r_j$ may be replaced by $\mathbf R$:
\begin{equation}
\sum_j\big[\Phi_{\alpha\beta}(i,j)R_\gamma-\Phi_{\alpha\gamma}(i,j)R_\beta\big]=0
\quad\text{for each } i. \tag{R}
\end{equation}

A second set involves the stress. Let $c$ run over the local terms belonging to one cell, and define
\begin{equation}
K_{\alpha\gamma,\beta\delta}=\sum_c\sum_{ij}\Phi^c_{\alpha\beta}(i,j)\,r_{i\gamma}r_{j\delta},
\qquad W_{\gamma\delta}=\sum_c\sum_i g^c_{i\gamma}r_{i\delta}.
\end{equation}
Neither depends on the origin, since $\sum_i\Phi^c=0$ and $\sum_i\mathbf g^c_i=0$. Multiplying \eqref{rotc} by $r_{i\delta}$ and summing gives
\begin{equation}
K_{\alpha\delta,\beta\gamma}-K_{\alpha\delta,\gamma\beta}
=\delta_{\alpha\beta}W_{\gamma\delta}-\delta_{\alpha\gamma}W_{\beta\delta}.
\label{kw}
\end{equation}
$W$ is the derivative of the cell energy with respect to homogeneous strain, so $W_{xx}/\mathcal A$ is the tension along $x$ for cell area $\mathcal A$. The elements $W_{\gamma z}$ vanish at zero force: $z_i$ is the same in every cell, so the sum can be regrouped as $\sum_{i\in\text{cell}}z_i\sum_c g^c_{i\gamma}=0$. The elements $W_{z\gamma}$ vanish too, because the absence of torque in each $E_c$ makes $W$ symmetric. Zero in-plane stress removes the rest.

Then $K$ is symmetric within its second index pair. Permutation symmetry gives $K_{\alpha\gamma,\beta\delta}=K_{\beta\delta,\alpha\gamma}$, so it is symmetric within the first pair as well. Now let
\begin{equation}
[\alpha\beta,\gamma\delta]=\sum_{i\in\text{cell}}\sum_j\Phi_{\alpha\beta}(i,j)R_\gamma R_\delta .
\end{equation}
Regroup by local terms and expand $(r_j-r_i)_\gamma(r_j-r_i)_\delta$. The products with both factors on one atom vanish by (T), leaving
\begin{align}
[\alpha\beta,\gamma\delta]&=-K_{\alpha\gamma,\beta\delta}-K_{\alpha\delta,\beta\gamma},\label{br1}\\
[\gamma\delta,\alpha\beta]&=-K_{\gamma\alpha,\delta\beta}-K_{\gamma\beta,\delta\alpha}.\label{br2}
\end{align}
In \eqref{br2}, reversing both pairs turns the first $K$ into $K_{\alpha\gamma,\beta\delta}$. In the second, reversing both pairs gives $K_{\beta\gamma,\alpha\delta}$, and exchanging the pairs gives $K_{\alpha\delta,\beta\gamma}$. Hence the Huang conditions for an unstressed sheet:
\begin{equation}
[\alpha\beta,\gamma\delta]=[\gamma\delta,\alpha\beta]. \tag{H}
\end{equation}

\section{Why the quadratic term disappears}

Take $\mathbf q=q\hat{\mathbf x}$; the axes may be turned to suit any in-plane direction. The Fourier sum $\Phi(q)=\sum_j\Phi(i,j)e^{iqX}$ over cells expands as $\Phi_0+q\Phi_1+q^2\Phi_2+\dots$, with $\Phi_1=i\sum\Phi X$ and $\Phi_2=-\tfrac12\sum\Phi X^2$. A gently bent sheet keeps its normals, which suggests the field
\begin{equation}
\mathbf b_\kappa=\hat{\mathbf z}-iqz_\kappa\hat{\mathbf x}
\end{equation}
for atom $\kappa$ of the cell. Apply $\Phi(q)$ to it.

\emph{Order 0.} The force is $\sum_j\Phi_{\alpha z}=0$ by (T).

\emph{Order 1.} With $z_j=z_i+Z$, the $z_i$ part dropping out by (T),
\begin{equation}
i\sum_j\big[\Phi_{\alpha z}X-\Phi_{\alpha x}z_j\big]
=i\sum_j\big[\Phi_{\alpha z}X-\Phi_{\alpha x}Z\big]=0\quad\text{by (R)}.
\end{equation}

\emph{Order 2.} The product of $i$ and $-i$ is $1$. Summed over the atoms of the cell, the coefficient is
\begin{equation}
G_\alpha=-\tfrac12[\alpha z,xx]+S_\alpha,\qquad
S_\alpha=\sum_{ij}\Phi_{\alpha x}(i,j)Xz_j .
\end{equation}
Exchange the names $i$ and $j$, which reverses $\mathbf R$ and transposes $\Phi$; then use (R) at fixed $i$; then exchange again:
\begin{equation}
S_\alpha=-\sum_{ij}\Phi_{x\alpha}Xz_i=-\sum_{ij}\Phi_{xx}R_\alpha z_i
=+\sum_{ij}\Phi_{xx}R_\alpha z_j .
\end{equation}
Half the sum of the last two forms is $S_\alpha=\tfrac12\sum\Phi_{xx}R_\alpha Z$. Therefore
\begin{equation}
G_\alpha=\tfrac12\big([xx,\alpha z]-[\alpha z,xx]\big),
\label{G}
\end{equation}
which (H) sets to zero. (T) and (R) alone do not.

It remains to pass from this field to the eigenvalue. Use as basis $\mathbf b$, the two uniform in-plane displacements $t$, and constant vectors $o$ spanning the optical displacements. These are independent at $q=0$, so changing to them multiplies $\det\Phi(q)$ by a factor that stays finite and nonzero. The matrix elements of $\Phi(q)$ have the orders
\begin{equation}
bb:\ q^4,\quad tb:\ q^3,\quad ob:\ q^2,\quad tt:\ q^2,\quad ot:\ q,\quad oo:\ 1 .
\end{equation}
The first two use $G_\alpha=0$. In $tt$ the constant part vanishes by (T). The linear part is $i\sum_{ij}\Phi_{\alpha\beta}X$. For $\alpha=\beta$ it changes sign when $i$ and $j$ are exchanged, so it is zero. For the $xy$ element (R) gives $\sum_{ij}\Phi_{xy}X=\sum_{ij}\Phi_{xx}Y$, which is zero for the same reason, and the $yx$ element is minus the $xy$ one. The $q^3$ part of $bb$ is absent because $\Phi(-q)=\Phi(q)^*$ and $\mathbf b(-q)=\mathbf b(q)^*$ make this real number even in $q$.

Assume that no optical mode has zero frequency. Eliminating $o$ changes $bb$ by $q^2\cdot1\cdot q^2$ and $tb$ by $q\cdot1\cdot q^2$, so their orders stand. Assume also that both in-plane sound speeds are nonzero, so that the reduced $tt$ block is $q^2$ times an invertible matrix. Eliminating $t$ changes $bb$ by $q^3q^{-2}q^3=q^4$. The determinant is thus the product of factors of order $1$, $q^4$ (from the two in-plane directions) and $O(q^4)$. The masses enter it as a constant factor. The optical $\omega^2$ supply the order 1 and the two in-plane ones supply $q^4$, so the flexural branch has
\begin{equation}
\omega^2=O(q^4).
\end{equation}
The sign of its coefficient is not fixed by the conditions. They remove a false tension; they do not guarantee $B>0$, nor cure a real instability elsewhere in the zone.

\subsection{Flat sheets}

If all $z_i=0$, then $[xx,zz]=0$ and (H) requires $[zz,xx]=0$. With one atom per cell, $\Phi_{zz}$ is even in $\mathbf R$, the part of (R) that concerns $\Phi_{zz}$ holds by symmetry, and expanding the cosine gives
\begin{equation}
B=\frac1{24\mathcal A}\sum_j\Phi_{zz}X^4 .
\end{equation}
On a triangular lattice let shell $s$ have $n_s$ atoms at distance $r_s$ with $\Phi_{zz}=\phi_s$. The shell averages of $X^2$ and $X^4$ are $r_s^2/2$ and $3r_s^4/8$. One shell gives $\phi_1=0$ and no flexural stiffness at all. Two shells give $n_2\phi_2r_2^2=-n_1\phi_1r_1^2$ and
\begin{equation}
B=\frac{n_1\phi_1r_1^2(r_1^2-r_2^2)}{64\mathcal A},
\end{equation}
positive if $\phi_1<0$ and negative if $\phi_1>0$. A cutoff can therefore be too short for the constraints to leave a useful model.

\subsection{Stretched sheets}

Let the forces vanish but not the tension. (T) and (R) still hold, so \eqref{G} does too. From \eqref{br1}, $[xx,zz]=-2K_{xz,xz}$ and $[zz,xx]=-2K_{zx,zx}$. Adding and subtracting $K_{zx,xz}=K_{xz,zx}$ and using \eqref{kw} twice,
\begin{equation}
G_z=(K_{zx,zx}-K_{zx,xz})+(K_{xz,zx}-K_{xz,xz})=W_{xx}-W_{zz}=W_{xx}.
\label{stress}
\end{equation}
The in-plane components $G_x=-W_{zx}$ and $G_y=-W_{yz}$, found in the same way, vanish. A uniform unit displacement along $z$ carries the whole cell mass, so $\rho\omega^2=(W_{xx}/\mathcal A)q^2$ to leading order, as for a stretched membrane. Imposing (H) here would delete a physical force. If the stress is known, (H) acquires a right-hand side. By \eqref{kw} and the symmetry of $W$, the combination $K_{\alpha\gamma,\beta\delta}-\delta_{\alpha\beta}W_{\gamma\delta}$ has all the symmetries used above, so \eqref{br1} and \eqref{br2} give
\begin{equation}
[\alpha\beta,\gamma\delta]-[\gamma\delta,\alpha\beta]=2\big(\delta_{\gamma\delta}W_{\alpha\beta}-\delta_{\alpha\beta}W_{\gamma\delta}\big),
\end{equation}
which reproduces \eqref{stress}.

\section{The constrained fit}

Collect the elements of $\Phi$ within the cutoff in a vector $\varphi=Sp$. The orthonormal columns of $S$ span the vectors that obey permutation and point symmetry. Displacements and forces are related by $F_{i\alpha}=-\sum_{j\beta}\Phi_{\alpha\beta}(i,j)u_{j\beta}$, which is linear in $p$ and gives a matrix $A$ and data $f$. The conditions become $Cp=0$, and the task is
\begin{equation}
\min_p|Ap-f|^2\quad\text{subject to}\quad Cp=0 .
\end{equation}
Let the columns of $Z$ be an orthonormal basis of the null space of $C$, from a singular-value decomposition. Every admissible $p$ is $Zy$, and $y$ solves an ordinary least-squares problem with matrix $AZ$. The solution is unique if $AZ$ has full column rank.

The Lagrange form is
\begin{equation}
\begin{pmatrix}A^{T}A&C^{T}\\C&0\end{pmatrix}
\begin{pmatrix}p\\\lambda\end{pmatrix}=
\begin{pmatrix}A^{T}f\\0\end{pmatrix}.
\end{equation}
Multiplying its first row by $Z^T$ removes $\lambda$, since $CZ=0$, and leaves the normal equations for $y$. Conversely, those equations say that $A^T(Ap-f)$ is orthogonal to the null space of $C$. It then lies in the row space of $C$, and a $\lambda$ exists.

Many rows of $C$ are redundant once symmetry is built in. They make $\lambda$ non-unique but leave $p$ unaffected. Numerically they appear as singular values at rounding level, and the threshold must lie above these. Otherwise rounding noise counts as a condition and deletes a genuine free parameter.

The price of the constraints can be split off. Let $p_T$ be the fit with (T) alone and $p$ any other vector obeying (T). The residual $Ap_T-f$ is orthogonal to $A(p-p_T)$, so
\begin{equation}
|Ap-f|^2=|Ap_T-f|^2+|A(p-p_T)|^2 .
\label{pyth}
\end{equation}

\section{A buckled honeycomb sheet}

The example is a model with round parameters: lattice constant $a=4.0$~\AA, height difference $h=1.0$~\AA\ between the sublattices, atomic mass 30~u. The cell area is $13.856$~\AA$^2$ and $\rho=4.330$~u/\AA$^2$. The energy contains
\begin{itemize}
\item nearest-neighbour springs $\tfrac12k_1(r-r_1)^2$, $k_1=10$~eV/\AA$^2$, at rest at the bond length $r_1$;
\item angle terms $\tfrac12k_\theta(\cos\theta-\cos\theta_0)^2$ between bonds at one atom, $k_\theta=3$~eV, at rest at the equilibrium angle;
\item second-neighbour terms $t_2(r-a)+\tfrac12k_2(r-a)^2$, $k_2=2$~eV/\AA$^2$;
\item fifth-neighbour terms $t_5(r-\sqrt3a)$, $t_5=0.05$~eV/\AA.
\end{itemize}
The last two act within a sublattice, on six neighbours each, in opposite pairs, so they exert no net force. The stress vanishes if $t_2a+t_5\sqrt3a=0$, that is, $t_2=-0.0866$~eV/\AA.

Forces were computed in a $6\times6$ supercell for eight sets of normally distributed random displacements of standard deviation 0.005~\AA\ per component. Half the difference between the forces at $u$ and $-u$ removes the force terms of even order in $u$, the leading one coming from the cubic part of the energy; the quartic part remains. This gives $8\times36\times2\times3=1728$ data without added noise. The fits stop at the third shell, where symmetry leaves 16 parameters. Reference force constants of full range come from central differences of the forces. The values of $\sigma$ and $B$ follow from the lowest eigenvalue at two small wave numbers, by solving \eqref{disp} without its remainder.

\begin{center}
\begin{tabular}{lcccc}
& free & misfit & $\sigma$ (eV/\AA$^2$) & $B$ (eV)\\
reference & -- & -- & $3\times10^{-6}$ & 1.92\\
T & 14 & 0.00084 & $-0.0532$ & 2.12\\
T, R & 13 & 0.00085 & $-0.0545$ & 2.13\\
T, R, H & 11 & 0.00203 & $3\times10^{-6}$ & 2.04
\end{tabular}
\end{center}

The misfit is $|Ap-f|/|f|$. Adding (R) alone does not help, as \eqref{G} predicts: half the Huang mismatch per area is $-0.0545$~eV/\AA$^2$, equal to the fitted $\sigma$ at this precision. Adding (H) brings $\sigma$ down to the small remainder that the reference also shows.

\subsection{Where the false tension comes from}

Consider one row of $\Phi_{zz}$. A pair energy $V(r)$ with an in-plane bond has the off-site element $-V'/r$, so the six lost elements sum to $-s$, with $s=6t_5/(\sqrt3a)=0.0433$~eV/\AA$^2$. The 13 retained elements (one on-site, 12 neighbours) truly sum to $+s$, but (T) forces the fit to sum to zero. For independent random displacements the expected squared force error is proportional to the sum of squared element errors, so the cheapest repair shifts each element by $-s/13$.

In $-\tfrac12\sum\Phi_{zz}X^2$ the lost shell, with $\sum X^2=9a^2$, costs $-\tfrac34sa^2$ per atom. The shifts act on $\sum X^2=\tfrac12(1+6+4)a^2$ and return $\tfrac{11}{52}sa^2$. The net change is $-\tfrac7{13}sa^2$ per atom, and for two atoms
\begin{equation}
\sigma\approx-\frac{14}{13}\,\frac{0.0433\times16}{13.856}=-0.054\ \text{eV/\AA}^2 .
\end{equation}
This estimate leaves out the shifts of $\Phi_{xx}$, which are about half as large, and agrees with the T fit to about 1\%. A fit through the fifth shell with (T) alone gives $\sigma=4\times10^{-5}$~eV/\AA$^2$ and $B=1.92$~eV. For these noise-free data, truncation, not the fitting method, causes the instability.

\subsection{What the constraints repair and what they cost}

For the T fit, $\sqrt{-\sigma/B}=\sqrt{0.0532/2.124}=0.158$~\AA$^{-1}$. A scan from $\Gamma$ to $M$, a length of 0.907~\AA$^{-1}$, finds imaginary frequencies up to 0.161~\AA$^{-1}$, the largest being 4.6~cm$^{-1}$. Among 599 wave vectors, on a uniform mesh over the zone without $\Gamma$ and on a small ring around it, the T fit has an imaginary mode at 42; the fully constrained fit and the reference have none. The lowest branch along $\Gamma M$, in cm$^{-1}$ with imaginary values marked $i$, is

\begin{center}
\begin{tabular}{cccc}
$q/q_M$ & reference & T & T, R, H\\
0.05 & 0.71 & $2.51i$ & 0.74\\
0.10 & 2.84 & $4.31i$ & 2.93\\
0.20 & 11.1 & 5.1 & 11.4\\
0.50 & 59.9 & 57.4 & 61.6\\
1.00 & 142.2 & 142.1 & 145.7
\end{tabular}
\end{center}

Doubling $q$ from the first row to the second multiplies the reference frequency by 4.0 and the constrained one by $2.93/0.74\approx4.0$, as $\omega\propto q^2$ requires.

The repair changes the force constants by 0.175\% of their norm. By \eqref{pyth} the added misfit is $\sqrt{0.00203^2-0.00084^2}=0.00185$, close to that change, as expected when random displacements weight all elements nearly equally. The lowest branch is now about 3\% too high over most of the line and 2.5\% too high at $M$. At $M$ this is a loss, since the T fit is nearly right there. The root-mean-square frequency error over all branches on the mesh, imaginary frequencies counted as negative, is about the same in both fits: 1.05~cm$^{-1}$ with (T) alone and 1.13~cm$^{-1}$ with all constraints. The constraints restore the correct long-wave law; they do not supply the missing fifth shell, and $B$ remains 6\% above the reference. For these noise-free forces, from a model whose interactions end at the fifth shell, a cutoff that includes that shell is the better remedy. With computed forces it does not make the conditions unnecessary: noise in the fitted constants enters $\sigma$ weighted by $X^2$ and can give it either sign, so a longer cutoff should be used together with (R) and (H).

\subsection{A sheet under real tension}

Set $t_2=0$ and keep $t_5$. Each cell has six fifth-shell pairs, and equal strain along $x$ and $y$ does work against the tension in two directions, so
\begin{equation}
\frac{W_{xx}}{\mathcal A}=\frac{6\,t_5\sqrt3a}{2\mathcal A}
=\frac{6\times0.05\times6.93}{2\times13.856}=0.075\ \text{eV/\AA}^2 .
\end{equation}
A numerical strain derivative of the energy gives 0.0750, and a fifth-shell fit with (T) gives $\sigma=0.0750$~eV/\AA$^2$, in accord with \eqref{stress}. The same fit with (R) and (H) returns $\sigma=3.5\times10^{-6}$~eV/\AA$^2$: the real tension is gone. Before (H) is imposed with zero right-hand side, the stress of the reference structure must therefore be known to be negligible. The scale for this is $Bq^2$ at the smallest wave number of interest.
